# Shot-noise-limited distance precision of four-phase time-of-flight imaging, part 1

(Sections cited here and not found follow in the second part.)

## First half: from four counts to the distance law

### The result and its terms

A time-of-flight camera illuminates a scene with light whose power is modulated at frequency \(f\). The returning light is delayed, and each pixel measures the delay as a phase. Let one depth frame collect, on average, \(S\) signal electrons and \(B\) background electrons in a pixel. The standard deviation of the distance reading, when electron shot noise is the only noise, is

\[
\boxed{\;\sigma_d=\frac{c}{2\sqrt2\,\pi f}\,\frac{\sqrt{S+B}}{C\,S}\;}
\]

Here \(c\) is the speed of light. The contrast \(C\) belongs to the signal part of the counts: it is the amplitude of their variation with phase, divided by their mean. The background \(B\) contains ambient light and dark current. Both \(S\) and \(B\) are totals over all exposures and all storage taps whose charge enters the distance estimate. Light that is converted but thrown away is not counted.

The law holds to leading order in a small phase error. It assumes four equally long exposures, sinusoidally modulated light, one return path, a target at rest, taps of equal response and no saturation. Constant delays in the electronics are taken as calibrated. SI units are used, and charges are counted in electrons.

### From delay to phase

Light travels to a target at distance \(d\) and back, so it is late by \(2d/c\). At angular frequency \(\omega=2\pi f\) the modulation therefore lags by

\[
\phi=\omega\,\frac{2d}{c}=\frac{4\pi f d}{c},
\qquad
d=\frac{c}{4\pi f}\,\phi .
\]

The relation is linear, so a phase error of standard deviation \(\sigma_\phi\) gives

\[
\sigma_d=\frac{c}{4\pi f}\,\sigma_\phi .
\]

A phase is known only up to a multiple of \(2\pi\). Two distances that differ by \(c/(2f)\) give the same phase, and this length is the unambiguous range. The derivation assumes that the correct multiple is known, for instance from a second modulation frequency.

For \(f=100\) MHz the conversion factor \(c/(4\pi f)\) is 238.57 mm per radian, and the unambiguous range is 1.499 m. A target at 0.70 m has \(\phi=2.934\) rad. A precision of a few millimetres thus requires a phase error of one or two hundredths of a radian.

### Simple case: no background, phase near zero

The pixel collects charge with a gate that opens and closes at the modulation frequency. The gate is shifted by a quarter period from one exposure to the next. Call the four resulting counts \(N_k\), with \(k=0,1,2,3\). The way in which a gate produces a cosine is worked out in the second half; here the contrast \(C\) is a given number. Without background the mean counts are

\[
\mu_k=\frac S4\left[1+C\cos\!\left(\phi-\frac{k\pi}{2}\right)\right].
\]

The four cosines add to zero, so the means add to \(S\), as they should.

Take \(\phi=0\). Then

\[
\mu_0=\frac S4(1+C),\qquad \mu_2=\frac S4(1-C),\qquad \mu_1=\mu_3=\frac S4 .
\]

Form the two differences \(X=N_0-N_2\) and \(Y=N_1-N_3\). Their means are \(CS/2\) and zero. The phase is the angle of the point \((X,Y)\), and near \(\phi=0\) that angle is \(Y/X\). If the noise is small compared with \(CS/2\), the denominator may be replaced by its mean, and the phase error is

\[
\delta\phi\simeq\frac{Y}{CS/2}.
\]

A Poisson count has a variance equal to its mean. For independent counts the variances add, even when the counts are subtracted. Hence \(\operatorname{var}Y=\mu_1+\mu_3=S/2\), and

\[
\sigma_\phi=\frac{\sqrt{S/2}}{CS/2}=\frac{\sqrt2}{C\sqrt S}.
\]

Two limits test this. For large \(S\) the error falls as \(S^{-1/2}\), the usual gain from counting more independent events. For \(C\to0\) the four means become equal and carry no phase; the formula then diverges. Near that limit it has already lost its validity, because the noise is no longer small compared with \(CS/2\).

### Why the counts are independent Poisson variables

The simple case relied on Poisson statistics and on independence. The second property needs an argument, since in a two-tap pixel an electron that goes to one tap is missing from the other.

Assume that photoelectrons are generated as a Poisson process with a time-dependent rate. Let the mean number in one exposure be \(\mu\). Given the total number \(n\), the generation times are independent draws from the same density, which is proportional to the rate. Each electron therefore ends in tap \(a\) with the same probability \(p\), independently of the others, and otherwise in tap \(b\). The joint probability of \(n_a\) and \(n_b\) electrons, with \(n=n_a+n_b\), is

\[
P(n_a,n_b)=e^{-\mu}\frac{\mu^n}{n!}\;\frac{n!}{n_a!\,n_b!}\,p^{n_a}(1-p)^{n_b}.
\]

The factor \(n!\) cancels. Writing \(\mu^n=\mu^{n_a}\mu^{n_b}\) and \(e^{-\mu}=e^{-\mu p}e^{-\mu(1-p)}\) gives

\[
P(n_a,n_b)=
\left[e^{-\mu p}\frac{(\mu p)^{n_a}}{n_a!}\right]
\left[e^{-\mu(1-p)}\frac{(\mu(1-p))^{n_b}}{n_b!}\right].
\]

This is a product of two Poisson distributions, so the tap counts are independent. The Poisson distribution of the total number is essential. For example, if \(n\) were fixed, a surplus in one tap would force a deficit in the other.

Let exposure \(k\) use a gate phase \(k\pi/2\) for tap \(a\) and the opposite phase for tap \(b\). Nominal phase \(k\) is then read twice, by tap \(a\) in exposure \(k\) and by tap \(b\) in the exposure two steps away. Define \(N_k\) as the sum of these two readings. A sum of independent Poisson variables is again Poisson, with the sum of the means, and no reading is used twice. The four \(N_k\) are therefore independent Poisson variables.

A one-tap pixel has a single reading per phase, and the same statement holds. This is why the result is best written in total collected electrons. At equal light and equal exposure time the two-tap pixel has about twice the \(S\) and twice the \(B\), and its advantage enters through those numbers.

### First generalization: background

Background light is not synchronized with the gate, and neither is dark current. Each nominal phase receives on average \(B/4\) such electrons:

\[
\mu_k=\frac{S+B}{4}+\frac{CS}{4}\cos\!\left(\phi-\frac{k\pi}{2}\right).
\]

For the first difference, use \(\cos(\phi-\pi)=-\cos\phi\):

\[
\langle X\rangle=\mu_0-\mu_2=\frac{CS}{4}\left[\cos\phi-(-\cos\phi)\right]=\frac{CS}{2}\cos\phi .
\]

For the second, use \(\cos(\phi-\pi/2)=\sin\phi\) and \(\cos(\phi-3\pi/2)=-\sin\phi\):

\[
\langle Y\rangle=\mu_1-\mu_3=\frac{CS}{4}\left[\sin\phi-(-\sin\phi)\right]=\frac{CS}{2}\sin\phi .
\]

The background has dropped out of both means. It stays in the variances, where the cosine terms cancel instead:

\[
\operatorname{var}X=\mu_0+\mu_2=\frac{S+B}{2},\qquad
\operatorname{var}Y=\mu_1+\mu_3=\frac{S+B}{2}.
\]

Subtraction removes the average background but cannot remove its fluctuation, because the fluctuations in two different counts are independent.

### Second generalization: any phase

Write \(R=CS/2\) for the length of the mean vector and \(V=(S+B)/2\) for the common variance. The phase estimate is the angle of \((X,Y)\), taken in the correct quadrant. Where \(\tan\hat\phi=Y/X\), differentiation gives

\[
\frac{\partial\hat\phi}{\partial X}=-\frac{Y}{X^2+Y^2},\qquad
\frac{\partial\hat\phi}{\partial Y}=\frac{X}{X^2+Y^2}.
\]

These expressions also hold on the axis \(X=0\), since the angle varies smoothly there. Evaluate them at the mean point \((R\cos\phi,R\sin\phi)\), where \(X^2+Y^2=R^2\):

\[
\delta\phi=\frac{\cos\phi\,\delta Y-\sin\phi\,\delta X}{R}.
\]

This is the noise component perpendicular to the mean vector, divided by the length of that vector. Since \(\delta X\) and \(\delta Y\) are independent, no cross term appears:

\[
\sigma_\phi^2=\frac{\cos^2\!\phi\;V+\sin^2\!\phi\;V}{R^2}=\frac{V}{R^2}
=\frac{(S+B)/2}{C^2S^2/4}=\frac{2(S+B)}{C^2S^2}.
\]

The phase has disappeared because the two variances are equal. Multiplying \(\sigma_\phi\) by \(c/(4\pi f)\) and using \(\sqrt2/4=1/(2\sqrt2)\) gives the law stated at the start.

The limit \(B=0\) returns \(\sigma_\phi=\sqrt2/(C\sqrt S)\), as in the simple case, but now for every phase. If the counts are quoted per phase, \(s=S/4\) and \(b=B/4\), then \(\sqrt{S+B}/S=2\sqrt{s+b}/(4s)\), and the same law reads

\[
\sigma_d=\frac{c}{4\sqrt2\,\pi f}\,\frac{\sqrt{s+b}}{C\,s}.
\]

The two prefactors differ by a factor of two only because the counts are defined differently.

### Numbers

Take \(S=20000\), \(B=60000\) and \(C=0.5119\) at 100 MHz. The vector length is

\[
R=\tfrac12(0.5119)(20000)=5119\ \text{electrons},
\]

and the noise of each difference is \(\sqrt{80000/2}=200\) electrons. Therefore

\[
\sigma_\phi=\frac{200}{5119}=0.0391\ \text{rad},\qquad
\sigma_d=(238.57\ \text{mm})(0.03907)=9.32\ \text{mm}.
\]

Without background the result would be 4.66 mm. The factor is \(\sqrt{80000/20000}=2\), since \(S\) and \(C\) are held fixed.

### Signal-limited and background-limited operation

For \(B\ll S\), \(\sigma_d\propto S^{-1/2}\). For \(B\gg S\), \(\sigma_d\propto\sqrt B/S\). In the second regime the noise no longer depends on the signal, so twice the signal gives half the error. More laser power is then worth more than a longer exposure. A longer exposure multiplies both \(S\) and \(B\) by some factor \(n\), and \(\sqrt{n(S+B)}/(nS)\) improves as \(n^{-1/2}\) in either regime.

The dependence on distance follows from geometry. Consider a diffuse surface that fills the view of the pixel, lit by a diverging beam of fixed power. The laser irradiance on the surface falls as \(d^{-2}\). The area seen by the pixel grows as \(d^2\), while the solid angle of the lens seen from the surface falls as \(d^{-2}\). Together \(S\propto d^{-2}\). For uniform ambient illumination the first factor is missing, and \(B\) does not change. Hence \(\sigma_d\) grows as \(d\) when signal dominates and as \(d^2\) when background dominates.

The example lies between the two. At twice the distance \(S\) falls to 5000, and the error grows by

\[
4\sqrt{\frac{5000+60000}{20000+60000}}=3.61,
\]

to 33.6 mm. The limiting factors are 2 and 4.

The law can also be solved for the signal that a wanted precision requires. Put \(Q=c/(2\sqrt2\,\pi fC\sigma_d)\). Then \(S=Q\sqrt{S+B}\), or \(S^2-Q^2S-Q^2B=0\), whose positive root is

\[
S=\frac{Q^2}{2}\left[1+\sqrt{1+\frac{4B}{Q^2}}\right].
\]

It becomes \(Q^2\) for \(B=0\) and approaches \(Q\sqrt B\) for large \(B\). In the example \(Q^2=S^2/(S+B)=5000\), and the root is \(2500(1+\sqrt{49})=20000\), the signal from which we started.

### How small must the phase error be?

The angle is a nonlinear function of the counts, so the first-order variance has corrections. Resolve the noise into a part \(u\) along the mean vector and a part \(v\) perpendicular to it. In complex form,

\[
X+iY=e^{i\phi}(R+u+iv).
\]

The phase error is \(e=\operatorname{Im}\ln[1+(u+iv)/R]\). Scale the noise as \(u=\sqrt V\,x\), \(v=\sqrt V\,y\), and write \(\varepsilon=\sqrt V/R\), which is the first-order \(\sigma_\phi\). From \(\ln(1+w)=w-w^2/2+w^3/3-\dots\) with \(w=\varepsilon(x+iy)\),

\[
e=\varepsilon y-\varepsilon^2xy+\varepsilon^3\left(x^2y-\frac{y^3}{3}\right)+\dots
\]

Squaring and keeping terms up to \(\varepsilon^4\) gives

\[
e^2=\varepsilon^2y^2-2\varepsilon^3xy^2+\varepsilon^4\left(x^2y^2+2x^2y^2-\frac23y^4\right).
\]

Treat \(x\) and \(y\) first as independent Gaussian variables of unit variance. Then \(\langle xy^2\rangle=0\), \(\langle x^2y^2\rangle=1\) and \(\langle y^4\rangle=3\). The last bracket averages to \(1+2-2=1\). The mean of \(e\) vanishes because each of its terms is odd in \(y\). Thus

\[
\operatorname{var}\hat\phi\simeq\sigma_\phi^2\,(1+\sigma_\phi^2).
\]

Poisson counts are slightly skewed, which adds a term of the same order. The third central moment of a Poisson count equals its mean, so those of \(X\) and \(Y\) are \(R\cos\phi\) and \(R\sin\phi\). This gives \(\langle uv^2\rangle=2R\sin^2\!\phi\cos^2\!\phi=\tfrac12R\sin^22\phi\), and the term \(-2\varepsilon^3xy^2\) no longer averages to zero. The relative excess becomes

\[
\sigma_\phi^2\left[1-\left(\frac{CS}{S+B}\right)^2\sin^22\phi\right].
\]

Larger counts do not remove the second term in the bracket, but a strong background makes it small. In the example it is at most 0.016, and the simpler formula suffices.

For the example the relative excess predicted by the simpler formula is 0.001526. Summing the squared angle error over the Poisson distributions of the four counts gave 0.001528. The first-order law is therefore low by about 0.15% in variance, or 0.08% in standard deviation.

The independence of phase was tested by the same summation for \(S=4000\), \(B=0\) and \(C=0.5119\), at phases 0, 0.4, \(\pi/4\) and 2.0 rad. Each variance agreed with the first-order law to better than 0.4% of its value.

The expansion becomes inaccurate at a few tenths of a radian. For Gaussian noise and a first-order \(\sigma_\phi\) of 0.3 rad, the true variance exceeds the first-order value by 13%, while the expansion gives 9%. At 0.5 rad the two figures are 47% and 25%. With no modulated signal at all, Gaussian noise of equal variance in \(X\) and \(Y\) makes every angle equally likely. The standard deviation on the interval from \(-\pi\) to \(\pi\) is then \(\pi/\sqrt3\) rad, a finite value, whereas the first-order formula diverges. A weak pixel can thus report a distance with a bounded scatter and no information. A measured length \(\sqrt{X^2+Y^2}\) many times the noise \(\sqrt V\) indicates that the law may be used. A small multiple is not enough: Gaussian noise alone gives a length above \(2\sqrt V\) with probability \(e^{-2}\), or 13.5%.

## Second half: contrast, frequency and the limits of the law

### Symbols and results carried over

One frame contains \(S\) signal and \(B\) background electrons in total. The modulation frequency is \(f\), with \(\omega=2\pi f\), and \(\phi=4\pi fd/c\) is the phase of a target at distance \(d\). The four counts \(N_k\) are independent Poisson variables with means \((S+B)/4+(CS/4)\cos(\phi-k\pi/2)\). The differences \(X=N_0-N_2\) and \(Y=N_1-N_3\) have a mean vector of length \(R=CS/2\) and angle \(\phi\), and each has variance \(V=(S+B)/2\). To first order \(\sigma_\phi=\sqrt V/R\), so that

\[
\sigma_d=\frac{c}{4\pi f}\,\sigma_\phi=\frac{c}{2\sqrt2\,\pi f}\frac{\sqrt{S+B}}{CS}.
\]

So far \(C\) was a given number. It depends on the light, on the gate and on the frequency.

The distance law now holds to first order for any phase and any background, with the contrast \(C\) taken as given. It remains to derive \(C\) from the light, the gate and the charge delay, and to examine the choice of frequency, read noise and the errors that more light does not remove.

Numbers in the example were calculated in double precision.
